# Does an upward 1S shift in a hadronic atom mean repulsion?

## Question

In a hadronic atom the strong interaction moves the 1S level away from its Coulomb value. In kaonic hydrogen the level moves up, so the atom is less bound. First-order perturbation theory gives $\Delta E=\langle V\rangle$, which is positive if $V$ is repulsive and negative if it is attractive. Yet I am told that the antikaon–nucleon force is strongly attractive and even supports a state below threshold. How can an attractive force raise a level? Does the variational principle not forbid it? And what does absorption do to the sign?

## Answer

To leading order in the ratio of the scattering length to the Bohr radius, the sign of the shift is the sign of the real part of that scattering length. That agrees with the sign of the force for a weak potential, but need not for a strong one. The variational principle is respected, because it restricts the lowest level of the whole system, and after a subthreshold state has formed the atomic 1S is no longer that level. With absorption the Hamiltonian is not Hermitian, and the principle gives no upper bound on the real part of the level at all.

**Conventions.** I use atomic units, reduced mass $\mu$, Bohr radius $B=1/\mu$ and s waves with $u(r)=r\psi(r)$ up to a constant. The Hamiltonian is

$$H=-\frac{1}{2\mu}\frac{d^2}{dr^2}-\frac1r+V(r),$$

with $V=0$ for $r>R$ and $R\ll B$. The Coulomb level is $E_C=-\mu/2$, and $\Delta E=E-E_C$ is positive upward; some experimental work uses the opposite sign. Outside $V$, the zero-energy solution without Coulomb force is proportional to $r-a$, which defines the scattering length $a$. The model is nonrelativistic, with a point charge and no vacuum polarization.

### From the scattering length to the shift

For $r>R$ the full and the Coulomb 1S solutions obey

$$u''=2\mu\left(-\frac1r-E\right)u,\qquad u_C''=2\mu\left(-\frac1r-E_C\right)u_C .$$

Multiply the first by $u_C$, the second by $u$, and subtract. The Coulomb terms cancel:

$$\frac{d}{dr}\left(u'u_C-uu_C'\right)=-2\mu\,\Delta E\,u\,u_C .$$

Integrate from $R$ to infinity, where both functions vanish:

$$\Delta E=\frac{\left[u'u_C-uu_C'\right]_{r=R}}{2\mu\int_R^\infty u\,u_C\,dr}.$$

No expansion in $V$ has been made. Now let $R$ and $|a|$ be much smaller than $B$. The normalized Coulomb function is $u_C=2\mu^{3/2}re^{-\mu r}\approx Nr$ near $R$, with $N^2=4\mu^3$. The full function is $u\approx N(r-a)$ there and joins $u_C$ farther out, so the integral is close to 1. The bracket is $N^2[R-(R-a)]=N^2a$, and

$$\Delta E\approx\frac{4\mu^3a}{2\mu}=2\mu^2a=4|E_C|\frac aB .$$

This also holds for complex $a$. With $E=E_C+\Delta E$ and width $\Gamma=-2\,\mathrm{Im}\,E$, it gives $\Gamma\approx-4\mu^2\,\mathrm{Im}\,a$.

As $R/B\to0$ at fixed well shape and fixed $a/R$, the main correction is logarithmic; at finite $R/B$ non-logarithmic terms can be as large or larger, notably near a zero or a pole of $a$. Between $R$ and $B$, a wave $C(r-a)$ has $u''\approx-2\mu u/r=C(-2\mu+2\mu a/r)$. The first term is shared with the Coulomb wave. The second raises the slope by about $2C(a/B)\ln(B/R)$ on the way out, so the inner slope must be $C\approx N[1-2(a/B)\ln(B/R)]$. The shift carries the same factor, which reduces it for $a>0$ and enhances it for $a<0$.

### An attractive well can have either sign

Take $V=-V_0$ for $r<R$ and define $x^2=2\mu V_0R^2$. Inside, $u\propto\sin(xr/R)$ at zero energy. Equating $u/u'$ on both sides of $R$ gives $R\tan x/x=R-a$, hence

$$a=R\left(1-\frac{\tan x}{x}\right).$$

For small $x$, $\tan x/x\approx1+x^2/3$, so $a\approx-x^2R/3$ and $\Delta E\approx-2\mu^2x^2R/3$. First-order perturbation theory gives the same: $-V_0\int_0^R4\mu^3r^2dr=-4\mu^3V_0R^3/3$, with $V_0=x^2/(2\mu R^2)$. At $x=\pi/2$ the well binds its first state and $\tan x$ changes sign through infinity. Just above this strength, $a$ is large and positive although the force is attractive everywhere.

A positive $a$ from real attraction requires a strong-interaction bound state, whatever the shape of $V\le0$. Suppose that there is none. The zero-energy solution with $u(0)=0$, $u'(0)>0$ then has no later node: cutting $u$ off at a node would give a trial function of zero energy with a kink, which is not an eigenfunction, so a state of negative energy would exist. Thus $u>0$ and $u''=2\mu Vu\le0$. The outer slope cannot be negative, since the straight line would then reach zero. Away from the threshold case of zero slope, concavity gives $u(R)>Ru'(R)$, so $R-a>R$ and $a<0$.

The converse fails. At $x=4.6$ the well has one bound state, but $\tan x/x>1$ and $a$ is negative again.

### Why the variational principle is not violated

For a normalized eigenfunction, the derivative of its energy is the mean derivative of $H$:

$$\frac{dE_n}{dV_0}=-\int_0^Ru_n^2\,dr<0 .$$

Each level, counted from the bottom, falls as the attraction grows. The lowest therefore lies below $E_C$. Near $x=\pi/2$ it plunges to the energy scale of the strong force. The second level starts as the Coulomb 2S, with a node at $r=2B$, and falls too. Its node moves inward to $r\approx a\ll B$ (once $a<R$ the node lies inside the well, and only the extrapolated outer wave vanishes at $a$), after which its outer part looks like a 1S wave that starts near $a$ instead of at the origin. We then call it 1S. It has come down from 2S, but while $a$ is positive and not too close to zero it still lies above $E_C$, and we record an upward shift. It keeps falling as $V_0$ grows and passes below $E_C$ near the strength where $a$ changes sign ($\tan x=x$); at $x=4.6$ it is below.

Here are the two lowest levels for $\mu=600$ electron masses and $R=1.0\times10^{-5}$ angstrom, a model atom:

| $x$ | lowest (eV) | second (eV) |
|---|---|---|
| 0 | $-8163$ | $-2041$ |
| 1.5 | $-1.87\times10^4$ | $-2923$ |
| 1.6 | $-6.00\times10^5$ | $-6013$ |
| 2.0 | $-2.75\times10^7$ | $-7550$ |

At $x=1.6$ the leading formula is useless: $a\approx22R\approx0.25B$ would give $\Delta E\approx|E_C|$, a level at the ionization threshold. The condition $|a|\ll B$ matters as much as $R\ll B$.

### Reading the numbers

At $x=2$, $\tan2=-2.185$, so $a=R(1+1.0925)=2.09\times10^{-5}$ angstrom. With $B=8.82\times10^{-4}$ angstrom,

$$\Delta E\approx4(8163\ \mathrm{eV})\frac{2.09\times10^{-5}}{8.82\times10^{-4}}\approx775\ \mathrm{eV}.$$

Diagonalizing $H$ gives 614 eV, 21% below the leading value. The logarithm sets the scale of this deficit: $2(a/B)\ln(B/R)\approx0.21$. The closeness of the match is partly accidental, since non-logarithmic and higher-order terms are left out; at a tenth of this range the deficit is 3.5% and the logarithmic estimate 3.2%. At fixed $x$, shrinking $R$ a thousandfold brings the ratio of the full shift, there computed by matching Coulomb functions at $R$, to the leading value to 0.999. First-order perturbation theory gives $-494$ eV, with the wrong sign.

The other two wells push the level down. For $x=1$ the leading and diagonalized shifts are $-206$ and $-216$ eV; for $x=4.6$ they are $-343$ and $-405$ eV. In the last case the logarithmic estimate amounts to only about half of the difference, and it is not the main source: with the Coulomb force switched off inside $R$ the shift is $-352$ eV. Most of the difference comes from the Coulomb attraction inside the well, to which $a$ is very sensitive this close to the second threshold at $x=3\pi/2$.

These wells are deep: $V_0=2.54\times10^8$ eV at $x=2$ is comparable to the rest energy of the reduced mass. They serve here to set the boundary condition at $R$, not to describe real nuclear dynamics.

There is also a limit on what real repulsion can do. If $V\ge0$ inside $R$, take the ground state of the atom with a hard sphere of radius $R$ as a trial function. It vanishes where $V$ acts, so the true 1S energy cannot exceed the hard-sphere energy. In this atom the hard-sphere shift is 327 eV. The 614 eV found at $x=2$ is therefore too large for any real repulsive potential of that range. Using this argument on data requires independent knowledge of the range.

### Absorption alone also raises 1S

Let $V=-iW(r)$ with $W\ge0$, not identically zero, and let $H_0$ be the Coulomb Hamiltonian. For a normalized eigenfunction of $H=H_0-iW$,

$$E=\langle H_0\rangle-i\langle W\rangle .$$

Both averages are real. Hence $\Gamma=2\langle W\rangle$, and $\mathrm{Re}\,E=\langle H_0\rangle\ge E_C$ by the variational principle. Equality would require the undisturbed 1S function, which is not an eigenfunction once a short-range $W$ acts. Pure absorption thus raises the level at any strength, with no real force present.

The square well shows two limits. Put $x^2=iw$, $w=2\mu WR^2$. For small $w$, $\tan x/x=1+x^2/3+2x^4/15+\dots$ gives

$$\frac aR\approx-\frac{iw}{3}+\frac{2w^2}{15}:$$

the width is of first order in $W$, the upward shift of second. For large $w$, $x=(1+i)\sqrt{w/2}$ and $\tan x\to i$, so

$$\frac aR\approx1-\frac{i}{x}=1-\frac{1+i}{\sqrt{2w}} .$$

The absorber approaches a hard sphere. The wave enters only a layer of thickness proportional to $W^{-1/2}$, and its amplitude at the edge, proportional to $|R-a|$, also falls as $W^{-1/2}$. The width, of order $W$ times amplitude squared times thickness, then decreases as $W^{-1/2}$.

| $W$ (eV) | $\Delta E$ (eV) | $\Gamma$ (eV) |
|---|---|---|
| $1.59\times10^7$ | 3.3 | 60 |
| $1.59\times10^8$ | 150 | 277 |
| $6.35\times10^9$ | 307 | 42 |

The strongest absorber gives the smallest width of the three and nearly the hard-sphere shift.

### Both together, and kaonic hydrogen

With attraction and absorption, the sign is that of $\mathrm{Re}\,a$ to leading order; neither of the arguments above fixes it in general. Adding $W=3.2\times10^7$ eV to the $x=2$ well gives $a/R=1.97-0.39i$. Diagonalization yields a 1S shift of $+588$ eV and a width of 187 eV. The upward shift is slightly smaller than without absorption, so the two upward effects do not simply add.

The leading formula gives 728 and 288 eV. It does worse for the width because the correction to the complex shift is proportional to $a^2$, and $\mathrm{Im}\,a^2=2\,\mathrm{Re}\,a\,\mathrm{Im}\,a$ doubles the relative correction to the imaginary part when $|\mathrm{Im}\,a|\ll|\mathrm{Re}\,a|$.

The deep state survives as a complex eigenvalue, with real part $-2.6\times10^7$ eV and width $2.9\times10^7$ eV. It is broader than its distance from threshold, so it is no sharp level, yet the atomic 1S above it is still shifted upward.

Kaonic hydrogen has the same ingredients: strong attraction, a quasi-bound antikaon–nucleon state below threshold, the $\Lambda(1405)$, and its decay into a pion and a $\Sigma$ hyperon. The model is not a fit to that system. It shows why the upward shift there is compatible with attraction, but not that the subthreshold state is its cause: a well with $V_0=W=1.27\times10^8$ eV, that is $x^2=2+2i$, whose real part is too weak to bind, also shifts 1S upward, by 229 eV with a width of 609 eV. The shift and width constrain the complex scattering length; to infer the force, one also needs information on the energy dependence, such as scattering data and the spectrum below threshold.

The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
reduced mass = 600 electron masses
strong range R = 1.000e-05 angstrom
atomic Bohr radius B = 8.8196e-04 angstrom; R/B = 0.01134
Coulomb 1S energy = -8163.42 eV; 2S = -2040.85 eV
Real attractive wells (dE = 1S shift, positive is upward)
 x=1.0: V0 = 6.3500e+07 eV, strong bound states = 0
   a = -5.5741e-06 angstrom, a/R = -0.5574
   dE: Born -123.4 eV, 2mu^2a -206.4 eV, diagonalized -216.2 eV
 x=2.0: V0 = 2.5400e+08 eV, strong bound states = 1
   a = 2.0925e-05 angstrom, a/R = 2.0925
   dE: Born -493.7 eV, 2mu^2a 774.7 eV, diagonalized 613.9 eV
 x=4.6: V0 = 1.3437e+09 eV, strong bound states = 1
   a = -9.2612e-06 angstrom, a/R = -0.9261
   dE: Born -2611.4 eV, 2mu^2a -342.9 eV, diagonalized -405.1 eV
x=2: strong state without Coulomb = -2.5851e+07 eV
x=2: node of atomic 1S at r = 2.0518e-05 angstrom
x=2: probability inside R = 3.181e-06
x=2: shift from Wronskian identity = 613.9 eV
x=2: diagonalized-type shift / (2 mu^2 a) as the range shrinks
 range 1.0e-05 angstrom: ratio = 0.79242
 range 1.0e-06 angstrom: ratio = 0.96469
 range 1.0e-07 angstrom: ratio = 0.99528
 range 1.0e-08 angstrom: ratio = 0.99942
Two lowest levels with Coulomb and well
 x=0.0: lowest = -8163.42 eV, second = -2040.85 eV
 x=1.0: lowest = -8379.66 eV, second = -2067.60 eV
 x=1.5: lowest = -18727.7 eV, second = -2923.27 eV
 x=1.6: lowest = -600023 eV, second = -6012.95 eV
 x=2.0: lowest = -2.74938e+07 eV, second = -7549.50 eV
hard sphere of radius R: dE = 327.4 eV
Pure absorption, V = -iW inside R
 W = 1.5875e+07 eV: a/R = 0.0082 -0.0825i, dE = 3.28 eV, width = 59.94 eV
 W = 1.5875e+08 eV: a/R = 0.4118 -0.4172i, dE = 149.52 eV, width = 276.87 eV
 W = 6.3500e+09 eV: a/R = 0.9293 -0.0707i, dE = 306.50 eV, width = 42.35 eV
Mixed well: V0 = 2.5400e+08 eV, W = 3.1750e+07 eV
 a/R = 1.9671 -0.3882i
 1S: dE = 587.6 eV, width = 187.0 eV
 leading formula: dE = 728.3 eV, width = 287.5 eV
 deep state: Re E = -2.6172e+07 eV, width = 2.9295e+07 eV
```
